# Small-signal admittance from linearized device equations and its steady-current limits

A GaN Schottky diode carries a small steady current at 0.30 V forward bias. A millivolt signal is added at 1 MHz, and the circuit designer needs the ratio of current to voltage, in amplitude and phase. A steady device solver seems to provide it: take the slope of the current for the conductance, the slope of the charge at a contact for the capacitance, and write $Y=dI/dV+i\omega\,dP/dV$.

For the diode treated below this recipe fails twice. At the anode the charge slope is 54.8 nF/cm², but at the cathode it is 0.0005 nF/cm², although both contacts carry the same alternating current. And the current slope is 6.28 mS/cm², whereas the in-phase admittance at 1 MHz is 23.2 mS/cm². The first failure comes from charge that arrives as conduction current, the second from charge that arrives late. Both are cured by keeping every storage term of the device equations until after linearization.

## Equations discrete in space, continuous in time

The model is one-dimensional and isothermal, with nondegenerate electrons, constant mobility $\mu$, donors of density $N_d$ and one acceptor-like trap of density $N_t$. Holes are omitted. Practical units are used, with $V_T=kT/q$ and $D=\mu V_T$. The potential $\psi$ is measured in units of $V_T$, with its zero chosen so that $n=N_c e^{\psi}$ in equilibrium. Nodes $i=0,\dots,N$ run from anode to cathode with spacing $h$; cell widths are $h_i=h$, and $h/2$ at the ends.

Differencing drift and diffusion separately can give negative densities when $\psi$ changes by more than 2 between nodes. Instead, let the electron particle flux $\Gamma$ and the slope $g=\Delta\psi/h$ be constant along an edge, where $\Delta\psi=\psi_{i+1}-\psi_i$:

$$\Gamma=-Dn'+Dgn .$$

Multiplying by $-e^{-gx}/D$ makes the density terms a total derivative, $(ne^{-gx})'=-(\Gamma/D)e^{-gx}$. Integration from 0 to $h$ gives

$$n_{i+1}e^{-\Delta\psi}-n_i=-\frac{\Gamma}{Dg}\left(1-e^{-\Delta\psi}\right).$$

Solving for $\Gamma$, with $B(x)=x/(e^x-1)$, yields the Scharfetter–Gummel flux

$$\Gamma_{i+1/2}=\frac{D}{h}\left[n_iB(-\Delta\psi)-n_{i+1}B(\Delta\psi)\right].$$

Both coefficients are positive, and because $B(-x)=e^xB(x)$ the flux vanishes when $n\propto e^\psi$.

Let $\delta_{i+1/2}=-\epsilon V_T\Delta\psi/(qh)$ be the displacement divided by $q$, and $f$ the fraction of traps filled. In the interior,

$$\delta_{i+1/2}-\delta_{i-1/2}=h_i(N_d-n_i-N_tf_i),$$
$$h_i\dot n_i+\Gamma_{i+1/2}-\Gamma_{i-1/2}+h_iN_tR_i=0,$$
$$\dot f_i=R_i=c\left[n_i(1-f_i)-n_1f_i\right].$$

Here $c$ is the capture coefficient, $n_1=N_ce^{-E_t/kT}$ for a trap at depth $E_t$, and $e_n=cn_1$ is the emission rate.

The metal fixes $\psi_0=(V-\phi_B)/V_T$, with $\phi_B$ the barrier in volts. Electrons leave into it at the net rate $v_R(n_0-n_{eq})$, where $n_{eq}=N_ce^{-\phi_B/V_T}$ and $v_R=\sqrt{kT/2\pi m}$. This outflow replaces $-\Gamma_{-1/2}$ in the first electron balance. The ohmic cathode holds $\psi_N$ and $n_N$ at their neutral values.

## A terminal current that agrees at both ends

Take current as positive from anode to cathode. Divided by $q$, the total current on an edge is $j_{i+1/2}=-\Gamma_{i+1/2}+\dot\delta_{i+1/2}$. Insert the electron balance and the time derivative of Poisson's equation:

$$j_{i+1/2}-j_{i-1/2}=(h_i\dot n_i+h_iN_tR_i)-(h_i\dot n_i+h_iN_t\dot f_i)=0 .$$

The trap equation makes the last terms cancel. In the first half-cell the electron balance gives

$$j_{1/2}=v_R(n_0-n_{eq})+\frac{d}{dt}\left[\delta_{1/2}-h_0(N_d-n_0-N_tf_0)\right].$$

The bracket is the displacement at the metal face, which is the metal's own charge. Each contact therefore has a conduction part $I$ and a displacement charge $P$:

- anode: $I=qv_R(n_0-n_{eq})$ and $P=q[\delta_{1/2}-h_0(N_d-n_0-N_tf_0)]$;
- cathode: $I=-q\Gamma_{N-1/2}$ and $P=q\delta_{N-1/2}$.

Dropping the half-cell charge would spoil the equality whenever that charge varies. With it, the two computed admittances differ by at most $1.6\times10^{-8}$ of their size at five frequencies from 1 kHz to 100 MHz.

## Linearization about bias

Collect the unknowns $\psi_i$, $w_i=\ln(n_i/N_c)$ and $f_i$ in a vector $u$. The whole system reads

$$\frac{d}{dt}S(u)+F(u,V)=0,\qquad J=I(u)+\frac{d}{dt}P(u),$$

where $S$ is zero in the Poisson and fixed-value rows. Set $V=V_0+\mathrm{Re}(\hat Ve^{i\omega t})$ and $u=u_0+\mathrm{Re}(\hat ue^{i\omega t})$, with $F(u_0,V_0)=0$. To first order in the amplitude, with $A=F_u$ and $M=S_u$ taken at bias,

$$(A+i\omega M)\hat u=-F_V\hat V .$$

The voltage enters through the anode potential, so $F_V$ has one nonzero entry, $-1/V_T$. Neither $I$ nor $P$ contains $V$ explicitly. Hence

$$Y(\omega)=-(I_u+i\omega P_u)(A+i\omega M)^{-1}F_V .$$

With several terminals, $F_V$ has one column per voltage and $I_u,P_u$ one row per current. One factorization at each frequency then serves all columns of the admittance matrix.

The derivatives can be had without subtracting nearly equal numbers. For real-analytic $F$ and a tiny real $\eta$,

$$\frac{\mathrm{Im}\,F(u+i\eta e_k)}{\eta}=\frac{\partial F}{\partial u_k}+O(\eta^2).$$

Each balance involves a node and its two neighbours. Every third node can thus be perturbed at once, and three groups for each of three variables give $A$ in nine evaluations. Near $x=0$, $B(x)$ is replaced by its power series.

## What steady currents determine

Along the steady branch $F(u_0(V),V)=0$. Differentiation gives $Au_0'+F_V=0$, so $u_0'=-A^{-1}F_V$ if $A$ is nonsingular. For small $\omega$,

$$(A+i\omega M)^{-1}=A^{-1}-i\omega A^{-1}MA^{-1}+O(\omega^2),$$

and therefore

$$Y=(I_u+i\omega P_u)(u_0'-i\omega A^{-1}Mu_0')+O(\omega^2)=G+i\omega C+O(\omega^2),$$
$$G=I_uu_0'=\frac{dI}{dV},\qquad C=\frac{dP}{dV}-I_uA^{-1}Mu_0' .$$

All matrices are real, so even powers of $\omega$ are real and odd powers imaginary: the conductance first departs from $G$ as $\omega^2$. Between 10 and 20 kHz the computed departure grows by a factor 3.998. Where the steady branch turns back in voltage, $A$ is singular and the expansion fails.

The second term of $C$ is what the naive recipe lacks. It has a direct meaning. Under a slow ramp $V=V_0+st$, the storage equations demand $dS/dt\simeq sMu_0'$, so the state lags behind the steady one by $su_1$ with $Au_1=-Mu_0'$. The current is then $I+sC$.

The lag can be produced in a steady solver. Solve

$$F(u,V_0)+s\,\frac{dS}{dV}=0$$

for $\pm s$, with $dS/dV$ taken from two steady states. Differentiating with respect to $s$ gives $dI/ds=-I_uA^{-1}Mu_0'$, the missing term. Both low-frequency limits are now open to comparison with differences of steady currents and charges.

## The diode in numbers

The layer is 500 nm thick at 300 K, with $\phi_B=0.9$ V, $N_d=2\times10^{16}$ cm⁻³, $\mu=1000$ cm²/Vs, relative permittivity 8.9 and mass $0.2\,m_e$. The trap has $N_t=5\times10^{15}$ cm⁻³, depth 0.25 eV and capture cross-section $10^{-15}$ cm². These give $N_c=2.24\times10^{18}$ cm⁻³, $v_R=6.0\times10^6$ cm/s and $e_n=3.41\times10^6$ s⁻¹.

The steady current can be estimated by hand. Near the metal let the field $E$ be constant. The leftward electron flux $j$ then obeys $j=D(n'-gn)$ with $Dg=\mu E$, whose solution is $n=n_*e^{gx}-j/(\mu E)$. Here $n_*=N_ce^{(V-\phi_B)/V_T}$ is the surface density in equilibrium with the bulk. Setting $j=v_Rn_0$, since $n_{eq}$ is negligible at this bias, gives

$$J=\frac{qv_Rn_*}{1+v_R/(\mu E)} .$$

The numerator is 0.180 mA/cm². With the computed peak field, 0.0585 MV/cm, the denominator is 1.103 and $J\simeq0.163$ mA/cm², as in the full solution.

The linear solve at $\omega=0$ gives $G=6.2753$ mS/cm². Central differences of the steady current exceed it by $2.48\times10^{-4}$ of its value for a step of 1 mV, and by $9.9\times10^{-6}$ for 0.2 mV. For $I\propto e^{V/V_T}$ the expected relative error is $\delta^2/(6V_T^2)$, or $2.49\times10^{-4}$ and $1.00\times10^{-5}$. The disagreement is thus the truncation error of the difference.

For the capacitance, steady solves with $s=2000$ V/s give, in nF/cm²:

- anode: $54.7632+0.0003=54.7635$;
- cathode: $0.0005+54.7630=54.7635$.

The first number is $dP/dV$, the second $dI/ds$. From $\mathrm{Im}\,Y/\omega$ at 1 kHz comes 54.7635. The field at the cathode hardly moves, so the electrons that fill the edge of the depletion layer enter there as conduction current. The residual 0.0005 is the exponential tail of the depletion layer and depends strongly on the layer thickness: it is about 0.015 for 400 nm and $2\times10^{-6}$ for 800 nm. At the anode the charge slope alone happens to suffice at this bias, because the emitted current is small and barely responds to the lag. The lag term grows with that current: at 0.5 V it is about 2.8 nF/cm² beside $dP/dV=75$ nF/cm², and at 0.6 V it exceeds $dP/dV$. The cathode shows that this is not a rule for contacts in general.

Without traps there is a formula to compare with. Let $\varphi$ be the band bending in volts, $n=N_de^{-\varphi/V_T}$, and let a value without argument refer to the metal face. Multiplying Poisson's equation by $d\varphi/dx$ and integrating from the neutral bulk gives

$$\frac{\epsilon E^2}{2}=qN_d\left[\varphi-V_T(1-e^{-\varphi/V_T})\right].$$

The metal charge is $-\epsilon E$, and $d\varphi=-dV$. So $C=\epsilon\,dE/d\varphi=qN_d(1-e^{-\varphi/V_T})/E$. For $\varphi\gg V_T$ the exponentials drop out:

$$C=\sqrt{\frac{q\epsilon N_d}{2(\varphi-V_T)}} .$$

The formula gives 52.845 nF/cm²; the discrete trap-free diode gives 52.842.

## Why the conductance rises

Linearize the trap equation at one point. In steady state $f=n/(n+n_1)$, so $c(n+n_1)=e_n/(1-f)$ and $cn(1-f)=e_nf$. With $\hat n=n\hat w$,

$$\left(i\omega+\frac{e_n}{1-f}\right)\hat f=e_nf\hat w\quad\Rightarrow\quad \hat f=\frac{f(1-f)\hat w}{1+i\omega(1-f)/e_n} .$$

The factor $f(1-f)$ picks out the region where the trap level crosses the Fermi level. As a rough approximation, treat the field and $\hat w$ as constant across it, although both fall by about half between $f=0.1$ and $f=0.9$, and neglect the feedback of trap charge on the potential. Then $dx\propto dw$, and $f(1-f)\,dw=df$. Write $a=\omega/e_n$ and $t=1-f$, and let $\Delta C$ be the traps' contribution at low frequency. Their admittance is

$$Y_t=i\omega\Delta C\int_0^1\frac{dt}{1+iat}
=\omega\Delta C\left[\frac{\ln(1+a^2)}{2a}+i\,\frac{\arctan a}{a}\right].$$

To find $\Delta C$, keep the bias state fixed and set capture to zero in the linearized equations. The capacitance drops to 48.38 nF/cm², so $\Delta C=6.39$ nF/cm². The conductance stays at 6.28 mS/cm², so the traps matter here through their delay, not through the steady slope.

At 1 MHz, $a=1.84$ and $e_n\Delta C=21.8$ mS/cm². The real part of $Y_t$ is $21.8\times\tfrac12\ln(1+a^2)=16.1$ mS/cm². Added to $G$ this makes 22.4, against 23.2 from the full linear system. The capacitance estimate is $48.4+3.7=52.1$ nF/cm², against 52.0.

The loss $(\mathrm{Re}\,Y-G)/\omega$ should peak where $2a^2/(1+a^2)=\ln(1+a^2)$, at $a=1.98$ or 1.07 MHz. The largest value on a frequency scan with 12% steps lies at 1.12 MHz, within one step.

For small $a$ the extra conductance is $\omega^2\Delta C/(2e_n)$. In this range, $\omega\ll e_n$, the steady slope is therefore a good conductance only if

$$\omega^2\ll\frac{2e_nG}{\Delta C},$$

which can be much stricter than $\omega\ll e_n$. That happens when $G\ll e_n\Delta C$. Here the right-hand side is $(0.76\,e_n)^2$, so the two conditions are similar. Because the excess grows as $\omega^2$, it reaches 1% at a tenth of the limiting frequency, about 41 kHz.

At high frequency the capacitance approaches the frozen-trap value, 48.38 nF/cm² at 100 MHz, but the conductance does not return to $G$: it is 95 mS/cm². Part of this comes from the resistance $R_s$ of the undepleted layer. In series with a capacitance $C$ it gives a real part $\omega^2C^2R_s$ when $\omega R_sC\ll1$. The layer is about 340 nm thick (500 nm less $\epsilon/C$) and holds $1.5\times10^{16}$ electrons per cm³, so $R_s\approx1.4\times10^{-5}$ Ω cm² and this part is about 13 mS/cm² at 100 MHz. Most of the rest comes from the traps. A single relaxation rate $r$ with capacitance $C_r$ shows why their share persists. The real part of $i\omega C_r/(1+i\omega/r)$ is $\omega^2C_r r/(r^2+\omega^2)$, which tends to $rC_r$, not to zero. The averaged formula would give 114 mS/cm² for the traps alone, against about 76 left after $G$ and the resistive part are subtracted. It should not be used so far up: more than half of its value here comes from $f>0.9$, near the depletion edge, where the field falls towards zero and $f$ levels off at 0.99 instead of reaching 1.

## A comparison that does not linearize

The nonlinear equations can be driven directly. A sine of amplitude 0.5 mV at 1 MHz was integrated for five periods of 300 steps with the second-order backward difference formula, and the last period was Fourier analysed. The result is $23.172+326.80i$ mS/cm², against $23.168+326.75i$ from the linear system, a relative difference of $1.4\times10^{-4}$.

The time step accounts for this size. With $x=i\omega\tau$ for step $\tau$, the formula replaces $x$ by

$$\tfrac12(3-4e^{-x}+e^{-2x})=x-\tfrac13x^3+\dots=i\omega\tau\left(1+\tfrac13\omega^2\tau^2+\dots\right).$$

The effective frequency is too high by $(2\pi/300)^2/3=1.5\times10^{-4}$, and $Y$ is mostly proportional to frequency. Halving the mesh spacing from 5 nm changes $Y$ at 1 MHz by $4\times10^{-5}$ of its value. The five- and six-digit values quoted earlier belong to the 5 nm mesh. In the fine-mesh limit $G$ rises by about 0.002 mS/cm² to 6.277, the low-frequency $C$ by about 0.003 nF/cm² to 54.766, and the trap-free capacitance to 52.845, which matches the depletion formula.

## Beside a real diode

For an area of $10^{-4}$ cm² the low-frequency values are $G=0.63$ µS and $C=5.5$ pF. Barrier, mass and permittivity are roughly those of GaN; the mobility is on the high side. The trap density, a quarter of the doping, is high for good material and was chosen to make the dispersion plain. Power diodes have thicker layers. The largest omission sized here is image-force lowering of the barrier, about 31 mV at the peak field if the static permittivity applies, which would multiply the current by 3.3 and $G$ by roughly as much. A 10 K temperature rise multiplies the current by 2.3 and, at fixed cross-section, the trap rate by 1.5, moving the loss peak up with it. Capping the drift velocity sharply at a rough $2\times10^7$ cm/s lowers the current by about 15%, and smoother velocity-field laws lower it by up to about 20%. These figures, like the denominator $1+v_R/(\mu E)$, rest on drift and diffusion at the barrier top, where that description is doubtful: the potential falls by $kT/q$ within about 4 nm, while the mobility implies a mean free path of about 27 nm. Tunnelling just below the barrier top raises it by an amount not settled here: the factor 1.04 in the output keeps only the exponent of a thermionic-field formula, and the true increase can be considerably larger. The peak field is 2% of a rough 3 MV/cm breakdown field, and hole current is negligible. Real contacts may also have uneven barriers and leakage paths, which this model cannot size. The capacitance and the form of the low-frequency expansion are thus firmer than the value of $G$. The numerical output follows.

## Computed results

```
temperature 300 K, kT/q 25.852 mV, bias 0.30 V
barrier 0.9 eV, mobility 1000 cm2/Vs, permittivity 8.9
mass 0.20 m_e, layer 500 nm
donors 2.0e+16, traps 5.0e+15 cm^-3, trap depth 0.25 eV
capture cross-section 1.0e-15 cm2
Nc 2.244e+18 cm^-3, emission velocity 6.015e+06 cm/s
trap emission rate 3.409e+06 1/s
mesh spacing 5.0 nm, unknowns 303
bulk electron density 1.505e+16 cm^-3, band bending 0.4706 V
steady current density 0.16275 mA/cm2
G from linear solve at zero frequency 6.275335 mS/cm2
G from steady currents, step 0.2 mV 6.275397 mS/cm2
relative error of G, step 1 mV 2.476e-04
relative error of G, step 0.2 mV 9.902e-06
ideality J/(G kT/q) 1.0032
C from Im Y/omega at 1 kHz 54.76349 nF/cm2
anode: charge slope 54.76319, storage 0.00031, sum 54.76350 nF/cm2
cathode: charge slope 0.00050, storage 54.76302, sum 54.76352 nF/cm2
ramp rate used in steady storage test 2000 V/s
largest relative contact-current mismatch 1.6e-08
conductance-rise ratio, 20 kHz to 10 kHz 3.9980
f 1e+03 Hz: Re Y 6.2754 mS/cm2, Im Y/omega 54.7635 nF/cm2
f 1e+05 Hz: Re Y 6.6498 mS/cm2, Im Y/omega 54.6918 nF/cm2
f 1e+06 Hz: Re Y 23.1679 mS/cm2, Im Y/omega 52.0039 nF/cm2
f 1e+07 Hz: Re Y 66.2688 mS/cm2, Im Y/omega 48.6974 nF/cm2
f 1e+08 Hz: Re Y 94.8380 mS/cm2, Im Y/omega 48.3823 nF/cm2
Re Y(1 MHz)/G 3.692
time-domain Y at 1 MHz: real 23.1715, imag 326.7956 mS/cm2
linearized Y at 1 MHz: real 23.1679, imag 326.7500 mS/cm2
relative time-domain difference 1.39e-04
frozen traps: G 6.27767 mS/cm2, C 48.3755 nF/cm2
loss peak 1.122 MHz, estimate 1.074 MHz
omega/emission rate at estimated peak 1.9803
trap-free C 52.8421, depletion formula 52.8446 nF/cm2
relative change of Y(1 MHz) on halving mesh 3.73e-05
diode of 1e-4 cm2: G 0.6275 uS, C 5.4763 pF
peak field 0.0585 MV/cm, over rough breakdown field 3 MV/cm: 0.0195
image-force lowering 30.77 mV, current factor 3.288
tunnelling energy E00 1.968 meV, current factor 1.0357
velocity cap 2e+07 cm/s: current factor 0.848
degeneracy correction to D/mu 2.37e-03
hole/electron current ratio 5.1e-42
omega times momentum relaxation time at 100 MHz 7.1e-05
10 K rise: current factor 2.258, trap-rate factor 1.459
```
